Fastest-growing rupture wavelength of a thin rinse film on a solid

When a rinsed wafer dries, its water can thin to a sheet a few nanometres thick. On some surfaces the sheet stays whole until it has evaporated. On others it breaks into holes and drops, which leave their residues at scattered spots. Van der Waals forces can cause the break by pulling liquid out of thin places, while surface tension resists the bending of the surface. The competition selects a wavelength, which sets the initial spacing of the holes.

Attraction within the liquid does not alone decide whether a supported film breaks, because the solid also attracts the liquid. The net effect must be found first.

**Setting and assumptions**

A Newtonian liquid of viscosity μ and surface tension γ covers a flat, rigid solid at z = 0. Its free surface is at z = h(x,t), with mean thickness h₀, and the gas above is passive. Slopes are small, and the wavenumber k obeys (kh₀)² ≪ 1. Inertia, gravity, evaporation, surface charge and surfactants are left out; the sizes of all but the last are estimated later. The liquid may slip on the solid with slip length b ≥ 0; b = 0 is the usual no-slip wall. Subscripts x, z and t denote derivatives, and a prime on W denotes d/dh.

Molecules of kinds i and j at distance r have energy −Cᵢⱼ/r⁶, and pair energies add. With number densities nᵢ and nⱼ, the Hamaker constants are Aᵢⱼ = π²Cᵢⱼnᵢnⱼ, where l stands for liquid and s for solid.

**Lemma 1 (van der Waals energy).** Apart from a constant and a term linear in h, the energy per area of a flat film is

W(h) = −A/(12πh²), with A = A_ll − A_sl.

*Proof.* Consider one molecule at distance s from a plane layer. With v = ρ², the integral over the plane is

∫₀^∞ 2πρ dρ /(ρ² + s²)³ = π ∫₀^∞ dv/(v + s²)³ = π/(2s⁴).

Two parallel layers of thickness dz and dz′, a distance s apart, therefore have energy −gᵢⱼ(s) dz dz′ per area, where

gᵢⱼ(s) = πCᵢⱼnᵢnⱼ/(2s⁴) = Aᵢⱼ/(2πs⁴).

At molecular distances this law is cut off, so that the integrals below are finite. The cutoff does not affect g at s = h.

Inside the film, the lower layer of a pair with separation s can lie anywhere between 0 and h − s. Each pair is counted once:

E_ll = −∫₀ʰ (h − s) g_ll(s) ds.

The integrand vanishes at s = h, so

E_ll′ = −∫₀ʰ g_ll(s) ds,  E_ll″ = −g_ll(h).

For a film layer at height z and a solid layer at depth s − z, z runs from 0 to the smaller of s and h. Hence

E_sl = −∫₀ʰ s g_sl(s) ds − h ∫ₕ^∞ g_sl(s) ds.

In the first derivative the two boundary terms, −h g_sl(h) and +h g_sl(h), cancel:

E_sl′ = −∫ₕ^∞ g_sl(s) ds,  E_sl″ = +g_sl(h).

The sum is

W″ = −(A_ll − A_sl)/(2πh⁴) = −A/(2πh⁴).

Integrating once gives W′ = A/(6πh³) plus a constant, and integrating again gives the stated W. The constant in W′ is a uniform pressure, which drives no flow. ∎

If A > 0, then W″ < 0, and the film lowers its van der Waals energy by becoming thinner in one place and thicker in another. If A < 0, the solid attracts the liquid more strongly than the liquid attracts itself, and van der Waals forces keep the film even.

**Lemma 2 (driving pressure).** The effective pressure, measured from that of the gas, is

p = −γhₓₓ + A/(6πh³).

*Proof.* For small slopes, a surface element has length (1 + hₓ²)^½ dx ≈ (1 + ½hₓ²) dx. The energy per width is therefore

F = ∫ [γ(1 + ½hₓ²) + W(h)] dx.

Change h by δh. Integration by parts, with periodic ends, gives

δF = ∫ [γhₓ δhₓ + W′δh] dx = ∫ [−γhₓₓ + W′] δh dx.

The bracket is the energy needed per volume of liquid added at x, which is the effective pressure. Inserting W′ completes the proof. For pair energies and a flat solid, W may be used at each point even where h varies. The film is a liquid half-space with a curved surface, less the liquid below z = 0. Apart from a term proportional to the volume, the energy of the half-space does not depend on the mean thickness, and it supplies the surface energy, taken here as γ per area. The interaction of the film with the removed flat part depends only on the local h, as does its interaction with the solid. ∎

With A > 0, the second term is largest where the film is thin. Acting alone, this term drives liquid out of the thin places, which become thinner still; the surface-tension term opposes it.

**Lemma 3 (film equation).** To leading order in kh₀,

hₜ = ∂ₓ[M(h) pₓ], with M(h) = (h³/3 + bh²)/μ.

*Proof.* The flow along the film obeys μu_zz = pₓ. Pressure variations across the film are smaller than those along it by a factor of order (kh₀)², so pₓ does not depend on z. The free surface carries no shear, u_z(h) = 0, and one integration gives

u_z = (pₓ/μ)(z − h).

The slip condition is u(0) = b u_z(0) = −bh pₓ/μ. A second integration gives

u = (pₓ/μ)(z²/2 − hz − bh).

The flux per width is

q = ∫₀ʰ u dz = (pₓ/μ)(h³/6 − h³/2 − bh²) = −M(h) pₓ.

Conservation of volume, hₜ = −qₓ, gives the film equation. ∎

**Theorem.** Let A > 0. Within the film equation, a small wave of wavenumber k on the flat film grows as exp(st), with

s(k) = M(h₀) k² [A/(2πh₀⁴) − γk²].

Waves longer than λ_c = 2πh₀²√(2πγ/A) grow and shorter ones decay. The fastest-growing wavelength is

λ_m = √2 λ_c = 4π^(3/2) h₀² √(γ/A),

whatever the values of μ and b. For b = 0 its growth rate is

s_m = A²/(48π²μγh₀⁵),

and slip multiplies this rate by 1 + 3b/h₀. If A ≤ 0, every wave with k ≠ 0 decays.

*Proof.* Put h = h₀ + η with η = ε exp(ikx + st), and keep terms linear in ε. Since ηₓₓ = −k²η and d/dh[A/(6πh³)] = −A/(2πh⁴), the pressure changes by

p₁ = [γk² − A/(2πh₀⁴)] η.

The flat film has uniform pressure, so pₓ is already of first order and M may be taken at h₀. The film equation becomes

sη = M(h₀) ∂ₓₓp₁ = −M(h₀) k² p₁,

which is the stated s(k). For A ≤ 0 the bracket in s(k) is negative at every k ≠ 0.

For A > 0, define k_c² = A/(2πγh₀⁴). Then, completing the square,

s = M(h₀) γ k²(k_c² − k²) = M(h₀) γ [k_c⁴/4 − (k² − k_c²/2)²].

The rate is zero at k_c, so λ_c = 2π/k_c. It is largest where the square vanishes:

k_m² = k_c²/2 = A/(4πγh₀⁴).

Therefore λ_m = 2π/k_m = 2πh₀²√(4πγ/A) = 4π^(3/2)h₀²√(γ/A). The largest rate is M(h₀)γk_m⁴. With b = 0,

s_m = (h₀³/3μ) γ A²/(16π²γ²h₀⁸) = A²/(48π²μγh₀⁵).

With slip, M(h₀) is larger by the factor (h₀³/3 + bh₀²)/(h₀³/3) = 1 + 3b/h₀. This factor does not depend on k, so the position of the maximum is unchanged. ∎

**Remark 1 (energy and flow).** The cutoff follows from energy alone. A wave η = ε cos kx changes the mean energy per area by

½⟨γηₓ² + W″η²⟩ = ¼ε²[γk² − A/(2πh₀⁴)],

which is negative for k < k_c. The fastest wave also depends on transport. Very long waves lower the energy, but their liquid must travel far, and the factor k² makes them slow. Waves near the cutoff release little energy.

**Remark 2 (sharpness).** Dividing the completed square by its maximum gives

s/s_m = 1 − (k²/k_m² − 1)².

Rates above 0.9 s_m occur for k²/k_m² between 1 − √0.1 and 1 + √0.1, which means wavelengths from 0.87 λ_m to 1.21 λ_m. Rupture from random disturbances should therefore show a spread of spacings. On a plane, k² becomes kₓ² + k_y², and linear theory prefers no direction.

**Remark 3 (strong slip).** For b ≫ h₀, M tends to bh₀²/μ, and the largest rate becomes

s_m = bA²/(16π²μγh₀⁶).

This limit requires wall friction, of order μu/b per area, to exceed the stretching force, of order μh₀k²u. The condition is bh₀k² ≪ 1. For larger slip the film equation itself fails.

**Example: water on a porous dielectric**

Take a 5 nm water film on a porous, hydrophobic, low-permittivity dielectric with dry pores. The inputs are round, rough values: γ = 0.072 N/m, μ = 9.0×10⁻⁴ Pa s, A_ll = 4×10⁻²⁰ J for water, and 6×10⁻²⁰ J for the dense solid. As an approximation, C_sl is set equal to the geometric mean of C_ll and C_ss. If the pores are small compared with h₀, their effect is to multiply the mean density of the solid by the solid fraction, here 0.60. Then

A_sl = 0.60 × √(4×10⁻²⁰ × 6×10⁻²⁰) J = 0.60 × 4.899×10⁻²⁰ J = 2.94×10⁻²⁰ J,

A = (4.00 − 2.94)×10⁻²⁰ J = 1.06×10⁻²⁰ J.

The same rule for the dense solid gives A = −0.90×10⁻²⁰ J, so van der Waals forces stabilise that film. The sign changes at a solid fraction of 0.82.

For the porous layer, A/(2πh₀⁴) = 2.701×10¹² N/m³. Half of this divided by γ is k_m²:

k_m² = 2.701×10¹²/(2 × 0.072) m⁻² = 1.876×10¹³ m⁻²,

k_m = 4.331×10⁶ m⁻¹,  λ_m = 2π/k_m = 1.45 μm (1450 nm).

The cutoff is λ_c = 1.03 μm. The growth rate without slip is

s_m = (5×10⁻⁹)³ × 0.072 × (1.876×10¹³)²/(3 × 9.0×10⁻⁴) s⁻¹ ≈ 1170 s⁻¹,

and the growth time 1/s_m is 0.85 ms.

Here k_m h₀ = 0.022, so the long-wave condition holds well. A numerical solution of the linear Stokes equations, without the long-wave approximation, puts the maximum at 1.4511 μm, against 1.4508 μm from the formula. Its growth rate is lower by about 0.1 % of the formula's value. With b = 5 nm, the Stokes solution gives a rate 3.99 times larger, where the theorem gives 4, and the wavelength moves by less than 0.1 %.

With the other inputs fixed, λ_m varies as h₀² and the growth time as h₀⁵. At 3 nm they are 0.52 μm and 0.066 ms; at 10 nm, 5.8 μm and 27 ms; at 20 nm, 23 μm and 0.87 s.

**From a small wave to a hole**

Thermal motion can supply the first disturbance. In a square of side L, surface tension gives a mode the energy ½γk²L²|h_k|². Equipartition then gives ⟨|h_k|²⟩ = kT/(γk²L²), where kT is the thermal energy. Summing over modes between k₁ and k₂, with density L²/(2π)², gives

⟨η²⟩ = ∫ (2πk dk/4π²) kT/(γk²) = (kT/2πγ) ln(k₂/k₁).

For k₁ = k_m/2, k₂ = √2 k_m and 298 K, the rms height is 0.097 nm. This is an estimate of the seed, since an unstable film has no equilibrium in this band. A single wave with that rms height has amplitude √2 × 0.097 nm ≈ 0.14 nm.

Linear growth extended until the trough reaches 1 nm would take

(1/s_m) ln(4/0.1375) = 0.853 × 3.37 ms = 2.87 ms.

A numerical solution of the nonlinear film equation for one wavelength, with no slip, takes 1.94 ms, about a third less. As the trough deepens, the van der Waals pressure A/(6πh³) rises faster than in the linear theory. This more than makes up for the slower flow through the thinner film. The theorem describes the onset, and the later merging of holes and drops lies outside it.

**What the example neglects**

*Surface charge* can reverse the result at a given thickness. Let the solid carry a fixed charge σ per area, balanced by counterions in salt-free water, with no charge at the gas surface. Treated as a uniform ideal gas, the ions have density σ/(eh) and push the surfaces apart with pressure kTσ/(eh). This adds −kTσ/(eh) to p, whose derivative with respect to h is +kTσ/(eh²). It cancels −A/(2πh⁴) when

σ = Ae/(2πh₀²kT) = 0.26 μC/cm²,

or about one elementary charge per 61 nm². The cancelling charge varies as 1/h₀², so a film stabilised by a fixed charge can become unstable again as it thins. The field falls linearly from σ/ε at the wall to zero at the gas surface, where ε is the permittivity of water (78 times that of vacuum). The potential drop σh₀/(2ε) is 0.37 kT/e, so the uniform-ion picture is fair. The Poisson–Boltzmann solution gives a stiffness only 1 % below the ideal-gas value.

*Evaporation* at a rough 300 nm/s removes 0.58 nm during the 1.94 ms of thinning, or 12 % of the film. Equating the evaporation speed E to s_m h gives

h⁴ = A²/(48π²μγE),  h = 10.5 nm.

A thicker film evaporates faster, relative to its thickness, than its waves grow. The spacing is then selected while the film is thinning, and a single value of h₀ is an idealisation. Longer waves become unstable earlier, while the film is still thick, so the spacing can exceed the λ_m of the thickness at which the film breaks. The size of this effect follows from s(k). If a thick film without slip thins at constant speed E, a wave grows by the exponent ∫ s dh/E, taken from the present thickness up to the one at which the wave became unstable. With x = k²/k_c² at the present thickness, this exponent is proportional to x(x − 1 − ln x). It is largest at x = 0.203, which means a wavelength of λ_m/√(2x) = 1.57 λ_m. Its value there is 0.162 (10.5 nm/h)⁴, about 3.2 at h = 5 nm, close to the 3.37 used above. At this evaporation speed a film drying from a larger thickness would therefore break near 5 to 6 nm, with a spacing above 2 μm rather than 1.45 μm.

*Retardation*, the finite travel time of the electric field, weakens the attraction. Its size is estimated here from the Casimir–Polder pair law, taken as a known result, with one oscillator of energy 12 eV and the vacuum speed of light. It multiplies W″, and so the A that enters s(k), by about 0.96 at 5 nm; W′ and W collect pairs at larger distances and are weakened more. The factor is rough, since the low-frequency part of the attraction in water is hardly retarded at this distance. Since λ_m varies as A^(−1/2), the wavelength rises by about 2 %, to 1.48 μm. The weakening grows with thickness, so the wavelengths and growth times given above for 10 and 20 nm are underestimates.

*Inertia* relative to viscosity, ρs_m h₀²/μ with ρ = 1000 kg/m³, is 3×10⁻⁸. *Gravity* adds ρg to W″, which is 4×10⁻⁹ of the van der Waals term. Both are negligible here.

**Reading the result for a real surface**

A solid fraction of 0.6 describes a strongly porous layer, and the Hamaker constants are rough. Pair addition and the geometric-mean rule are also weak for water: its dipoles give a zero-frequency term, about +0.3×10⁻²⁰ J of the net A on a low-permittivity solid in Lifshitz theory, which does not follow that rule. The values of A and the fraction 0.82 are therefore only indicative, and the assumption of small pores weakens as a trough thins toward 1 nm. Because A is a difference of similar numbers, it is sensitive to the solid fraction and to the constants. Raising the solid fraction to 0.7 with all else fixed gives A = 0.57×10⁻²⁰ J. The wavelength then grows by √(1.06/0.57) = 1.36, to about 2.0 μm, and the rate falls to 0.29 of its former value. Real layers may also have rough surfaces, partly filled pores, adsorbed surfactant and short-range hydrophobic forces, none of which is included. On a hydrophobic surface, a much thicker film can also open at an edge or a defect and retract before it thins to 5 nm; the example assumes that the film is still whole. The value 1.45 μm is thus a model estimate for an uncharged, clean surface under a film of fixed thickness 5 nm. Under those conditions, a layer that attracts water at least as strongly as water attracts itself has A ≤ 0, and this mechanism does not break the film.

Values computed for the example and the checks

```
film thickness h0 = 5.0 nm
surface tension = 0.072 N/m
viscosity = 9.0e-04 Pa s
density = 1000 kg/m^3; temperature = 298 K
Hamaker constant, liquid-liquid = 4.00e-20 J
Hamaker constant, dense solid = 6.00e-20 J
solid fraction of porous layer = 0.60
solid-liquid constant, dense = 4.899e-20 J
solid-liquid constant, porous = 2.939e-20 J
net A on porous layer = 1.061e-20 J
net A on dense solid = -8.990e-21 J
solid fraction where net A = 0: 0.816
van der Waals stiffness A/(2 pi h0^4) = 2.701e+12 N/m^3
cutoff wavelength, formula = 1.0259 um
cutoff wavelength, film equation = 1.0258 um
fastest wavelength, formula = 1.4508 um = 1451 nm
fastest wavelength, film equation = 1.4507 um
fastest wavelength, Stokes flow = 1.4511 um
wavenumber k_m = 4.331e+06 1/m; k_m h0 = 0.0217
largest growth rate, formula = 1172.6 1/s
largest growth rate, film equation = 1172.6 1/s
largest growth rate, Stokes flow = 1171.6 1/s
growth time 1/s_m = 0.853 ms
band above 90 % of s_m: 1.265 to 1.755 um
h0 = 3 nm: wavelength 0.522 um, growth time 0.06631 ms
h0 = 5 nm: wavelength 1.451 um, growth time 0.8528 ms
h0 = 10 nm: wavelength 5.803 um, growth time 27.29 ms
h0 = 20 nm: wavelength 23.213 um, growth time 873.3 ms
thermal seed, rms = 0.0972 nm
seed amplitude = 0.1375 nm
time to 1 nm, linear estimate = 2.874 ms
time to 1 nm, nonlinear run = 1.944 ms
slip length = 5.0 nm: rate factor 4.00
slip, Stokes flow: rate factor 3.993, wavelength 1.4518 um
oscillator energy = 12.0 eV
retardation factor on A = 0.964
fastest wavelength with retardation = 1.477 um
evaporation speed = 300 nm/s
thickness fraction lost in 1/s_m = 0.051
thickness fraction lost in nonlinear run time = 0.117
thickness where evaporation matches growth = 10.51 nm
relative permittivity of water = 78
cancelling surface charge = 0.263 uC/cm^2
same charge = 0.0164 e/nm^2
potential drop in film / (kT/e) = 0.371
Poisson-Boltzmann / ideal-gas stiffness = 0.9894
inertia / viscosity = 3.26e-08
gravity / van der Waals stiffness = 3.63e-09
```
